How fast iron and titanium leave a silicon wafer by gettering

**Question.** A silicon wafer 200 µm thick contains dissolved iron and titanium. Its back face carries a getter, a layer that holds metal more strongly than silicon does. How long does each metal need to cross the wafer at 1000 °C, what does a one-hour anneal remove, and how do the answers scale with thickness, time and temperature?

**What is being estimated**

A getter on the back face can take up a metal atom only after the atom has arrived there. The estimate therefore has two parts: a transport time, set by diffusion through silicon, and a final distribution, set by the getter's capacity.

Let z run from the front face, z = 0, to the back face, z = L. Both metals start with uniform concentration c₀. The front face reflects atoms, and uptake at the back is fast compared with diffusion. The metals are dilute, dissolved and interstitial: they sit between the silicon atoms. The temperature T is constant unless a ramp is mentioned.

The algebra holds in atomic units, with masses in electron masses, energies in hartree and lengths in bohr. The example uses eV, Å, µm, cm²/s and seconds. The diffusion parameters are rough typical values:

Fe: E = 0.66 eV, D₀ = 1.0×10⁻³ cm²/s

Ti: E = 1.80 eV, D₀ = 1.5×10⁻² cm²/s

Here E is the barrier between neighbouring interstitial sites, and D₀ is the prefactor of the diffusivity

D = D₀ exp(−E/kT).

**From atomic jumps to a diffusivity**

Take the tetrahedral interstitial sites as the resting places. They form a diamond net with the same cubic lattice constant a as the silicon. From a site of one sublattice the four possible jumps are

(a/4)(1, 1, 1), (a/4)(1, −1, −1), (a/4)(−1, 1, −1), (a/4)(−1, −1, 1).

From the other sublattice they are the negatives of these. The jump length d satisfies d² = 3a²/16, so d = √3a/4. With a = 5.43 Å this gives d = 2.351 Å.

The four vectors add to zero on either sublattice. If the four jumps are equally likely, the mean of the next jump is zero whatever the earlier jumps were. The cross terms in the mean square displacement then vanish. Each jump changes z by ±a/4, and after n jumps

⟨z²⟩ = n a²/16 = n d²/3.

The diffusion equation gives the same quantity in terms of D. For an unbounded, normalized distribution c(z,t), two integrations by parts yield

d⟨z²⟩/dt = D ∫ z² (∂²c/∂z²) dz = 2D ∫ c dz = 2D.

Thus ⟨z²⟩ = 2Dt for a start at z = 0. If Γ is the total jump rate, then n = Γt on average. Equating Γt d²/3 with 2Dt gives

D = Γd²/6.

**Why the barrier enters exponentially**

A simple model of one jump path is the potential

V(x) = (E/2)[1 − cos(2πx/d)],

with wells a distance d apart and barrier height E. In classical thermal equilibrium, the rate of leaving over one barrier is the probability density at its top times the mean outward velocity. The velocity factor is

∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv = √(kT/2πm).

The density at the top is exp(−E/kT) divided by the integral of exp(−V/kT) over one well. Near the bottom, V ≈ mω²x²/2 with

mω² = (E/2)(2π/d)².

The harmonic well integral is √(2πkT/mω²). The rate over one barrier becomes

√(kT/2πm) √(mω²/2πkT) exp(−E/kT) = (ω/2π) exp(−E/kT).

Writing ν = ω/2π and inserting ω gives

ν = (1/d)√(E/2m).

There are four exits. Suppose that the sideways stiffness is the same at the saddle and in the well, and that each crossing ends in the new well. Then Γ = 4ν exp(−E/kT), and D = Γd²/6 gives

D₀ = 4νd²/6 = (2/3)d√(E/2m).

For iron, E = 0.0243 hartree, m = 1.018×10⁵ electron masses and d = 4.44 bohr. The formula gives 1.02×10⁻³ atomic units, which is 1.2×10⁻³ cm²/s. This is close to the adopted 1.0×10⁻³ cm²/s. For titanium it gives 2.1×10⁻³ cm²/s, about seven times below the adopted value. A softer lattice around the saddle could raise the real prefactor, but that is a conjecture here. Using the smaller value would make titanium slower still.

The harmonic step can be assessed as well. With φ = 2πx/d and q = E/2kT, the next term of the cosine multiplies the Gaussian exp(−qφ²/2) by 1 + qφ⁴/24. The Gaussian average of φ⁴ is 3/q², so the well integral grows by the factor 1 + 1/(8q) = 1 + kT/(4E). The harmonic rate is too high by this factor at leading order. The full integral gives an excess of 5.5% for iron and 1.6% for titanium, small beside the uncertainty of the barriers.

At 1000 °C, T = 1273.15 K and kT = 0.10971 eV. The adopted parameters give

D(Fe) = 1.0×10⁻³ exp(−0.66/0.10971) = 2.44×10⁻⁶ cm²/s,

D(Ti) = 1.5×10⁻² exp(−1.80/0.10971) = 1.12×10⁻⁹ cm²/s.

Their ratio is about 2200. The barrier difference of 1.14 eV alone would give exp(1.14/0.10971) = 3.3×10⁴ in favour of iron, and titanium's larger prefactor takes back a factor of 15. The masses differ too little to matter: in the model prefactor they enter through a square root and change the ratio by about 7%.

**The mean crossing time**

Let τ(z) be the mean time to reach the back from position z. In a short time δt, replace the random motion by a step +δ or −δ with equal probability, where δ² = 2Dδt. The time already spent plus the mean time still needed must equal τ(z):

τ(z) = δt + ½[τ(z+δ) + τ(z−δ)].

Expansion to second order gives 0 = δt + ½δ²τ″. Inserting δ² leaves

Dτ″ = −1.

An atom at the back has arrived, so τ(L) = 0. Reflection at the front requires τ′(0) = 0. Two integrations give

τ(z) = (L² − z²)/(2D).

From the front face the mean time is L²/(2D). Averaged over a uniform start it is

(1/L)∫₀ᴸ τ dz = (L² − L²/3)/(2D) = L²/(3D).

With L = 0.020 cm, L² = 4.0×10⁻⁴ cm², and the front-to-back times are

Fe: 4.0×10⁻⁴/(2 × 2.44×10⁻⁶) s = 82 s,

Ti: 4.0×10⁻⁴/(2 × 1.124×10⁻⁹) s = 1.78×10⁵ s = 49 h.

Both metals need the same mean number of jumps, because D cancels:

ΓL²/(2D) = (6D/d²)L²/(2D) = 3L²/d² = 2.2×10¹².

The difference lies in the waiting time per jump. Iron makes about 2.7×10¹⁰ jumps per second, titanium about 1.2×10⁷. The square of L/d shows why even iron, at that rate, needs more than a minute to cross a fifth of a millimetre.

**How much has left after a given time**

A mean crossing time does not say what fraction remains. For that, solve

∂c/∂t = D ∂²c/∂z², with ∂c/∂z = 0 at z = 0 and c = 0 at z = L.

The second condition describes a perfect sink. The functions cos(kₙz) with kₙ = (2n+1)π/(2L), n = 0, 1, 2, …, satisfy both conditions. Each decays as exp(−Dkₙ²t). Their coefficients in the uniform start are

Aₙ = (2c₀/L)∫₀ᴸ cos(kₙz) dz = 2c₀ sin(kₙL)/(kₙL).

Averaging cos(kₙz) over the wafer gives another factor sin(kₙL)/(kₙL). Since sin²(kₙL) = 1, the remaining fraction is

f = Σₙ 2/(kₙL)² exp(−Dkₙ²t) = Σₙ 8/[(2n+1)²π²] exp[−(2n+1)²π²θ/4],

θ = Dt/L².

Everything now depends on the single number θ. The function f has two simple regimes, and after one hour the two metals lie in opposite ones.

**Late times: the iron regime.** When θ is not small, the n = 0 term dominates:

f ≈ (8/π²) exp(−π²θ/4).

Setting f = 0.1 gives

θ₉₀ = (4/π²) ln(80/π²) = 0.848.

The next term at this θ has the exponent −9 ln(80/π²) ≈ −19, so dropping it is harmless. The time for 90% removal is

t₉₀ = 0.848 L²/D,

which is about 140 s for iron and 84 h for titanium.

**Early times: the titanium regime.** When θ is small, the loss is confined to a layer near the back, and the front face does not yet matter. Let x = L − z be the distance from the back, and let u = x/√(4Dt). The half-space solution is

c = c₀ erf(u), erf(u) = (2/√π)∫₀ᵘ exp(−y²) dy.

It satisfies the diffusion equation because erf″(u) = −2u erf′(u): the time derivative is −(u/2t) erf′(u), and D times the second space derivative is erf″(u)/(4t), which is the same. It also vanishes at x = 0 and starts from c₀.

The flux into the getter is D ∂c/∂x at x = 0, which equals c₀√(D/πt). Integrating from time zero gives 2c₀√(Dt/π) atoms per unit area. Division by the initial content c₀L gives

removed fraction ≈ 2√(Dt/π)/L = 2√(θ/π).

For titanium after 3600 s,

θ = 1.124×10⁻⁹ × 3600/(4.0×10⁻⁴) = 0.0101,

and the removed fraction is 2√(0.0101/π) = 11%. The full series gives the same figure to the digits that matter. Removal is slow: about a tenth leaves in an hour.

That tenth comes from the wrong place if the devices are at the front. To find the loss there, replace the reflecting front by a mirror image of the wafer. The result is a slab of thickness 2L with a sink at each end, and the original front is its midplane. At early times each sink lowers the midplane concentration by the relative amount erfc[L/√(4Dt)], where erfc = 1 − erf. Together,

relative loss at the front ≈ 2 erfc[1/(2√θ)].

For titanium this is 4×10⁻¹². In the continuum model the front concentration is unchanged for any practical purpose. The length √(2Dt) tells the same story: it is 28 µm for titanium, a seventh of the thickness. For iron it would be about 1300 µm in an unbounded crystal, several times the thickness.

**What stops the removal of iron**

For iron, θ = 22 after one hour. A perfect sink would leave a fraction of 2×10⁻²⁴. At an initial concentration of 10¹¹ cm⁻³ the wafer holds 2×10⁹ iron atoms per cm² of area, so this would mean no atom at all. The perfect sink has ceased to be a useful model, and the getter's finite capacity sets the result.

At equilibrium the metal has the same chemical potential in both materials. For dilute metal this fixes the ratio of concentrations, the segregation coefficient s = c(getter)/c(silicon). If the getter has thickness w, conservation of atoms reads

c₀L = cL + scw.

Therefore

c/c₀ = 1/(1 + K), K = sw/L.

The example assumes w = 2 µm and s = 10⁴. Then K = 10⁴ × 2/200 = 100, and 1/101 = 0.99% of the iron remains. A longer anneal at the same temperature cannot improve this. A thicker or more strongly binding getter can, and for large K the residue falls as L/(sw).

If s is also 10⁴ for titanium, the same getter scarcely limits that metal. After an hour the getter holds 0.11c₀L of titanium per unit area. If the metal is spread evenly through the getter, the silicon concentration in equilibrium with that content is 0.11c₀L/(sw) = 0.11c₀/K, or about 0.001c₀. The boundary concentration is thus nearly zero, as the perfect sink assumes. A numerical solution of the diffusion equation with this finite getter and 400 slices of silicon gives 99.0% removal for iron and 11.3% for titanium after one hour. The first metal is limited by capacity, the second by transport.

**How the answers scale**

*Thickness.* With a perfect sink, all transport times grow as L². With a getter of fixed thickness, K also falls as 1/L, so a thicker wafer keeps a larger residue at equilibrium. At a fixed time in the early regime, the removed fraction falls as 1/L. For titanium to reach 90% removal in one hour at 1000 °C, the thickness would have to be

L = √(Dt/0.848) = 200 µm × √(0.0101/0.848) ≈ 22 µm.

A second getter on the front face makes the midplane a reflecting plane by symmetry, so L is replaced by L/2. The crossing and removal times fall by four, and the early removed fraction doubles. Titanium removal in one hour would rise to about 23%, at the price of a getter where the devices may have to be.

*Time.* In the early regime the removed amount grows as √t. Doubling the anneal from one to two hours raises titanium removal from 11% to about 16%. In the late regime with a perfect sink, the remainder falls exponentially, with the time constant 4L²/(π²D). For iron this is 66 s.

*Temperature.* Differentiating ln D = ln D₀ − E/kT gives

d(ln D)/dT = E/(kT²).

At 1000 °C this is 0.5% per kelvin for iron and 1.3% per kelvin for titanium. Heating therefore helps titanium more, because its barrier is higher. The temperature for 90% removal in a time t follows from D = 0.848L²/t:

T₉₀ = E / {k ln[D₀t/(0.848L²)]}.

For titanium and one hour, the required diffusivity is 9.4×10⁻⁸ cm²/s. This gives T₉₀ ≈ 1740 K, above the rough melting point of silicon, 1690 K. The margin is thin: a barrier lower by 0.1 eV gives about 1650 K, just below melting. The estimate does not prove that 90% removal in an hour is impossible in solid silicon. It extends the Arrhenius law about 470 K above 1000 °C, and it assumes a perfect sink; the finite getter with K = 100 raises T₉₀ by about 5 K. With the adopted parameters, such removal would require a temperature slightly above the rough melting point. This depends on the barrier and the prefactor: a barrier lower by 0.2 eV would bring T₉₀ down to about 1550 K.

**How firm is the contrast?**

*Barrier error.* An error of 0.1 eV changes D at 1000 °C by exp(0.1/0.10971) ≈ 2.5. Raising the iron barrier by this amount lengthens its 90% removal time from about 140 s to 350 s, still well within the hour. Lowering the titanium barrier raises its removal from 11% to 18%. The individual times are uncertain by factors of this size, but the contrast survives.

*Cooling.* When the temperature varies, Dt is replaced by ∫D dt, because D depends on time but not on position. For a ramp at rate R, linearizing the exponent about the starting temperature gives an extra time kT²/(ER) at full temperature. At 10 K/min this is about 470 s for titanium. Direct integration over the first 400 K of cooling gives 420 s. The linear estimate is higher because E/kT grows faster on cooling than its tangent in T. The extra time raises titanium removal only to 12%.

*Boron pairing.* In p-type silicon, iron can pair with boron. If r is the ratio of paired to free iron and the pairs do not move, a fraction 1/(1+r) of the iron is mobile, and the effective diffusivity is D/(1+r). Each boron atom has four nearest interstitial sites. The density of such sites is 8/a³ = 5.0×10²² cm⁻³. For dilute metal, Boltzmann weights give

r = [4N_B/(8/a³)] exp(E_b/kT).

With boron density N_B = 10¹⁶ cm⁻³ and a rough binding energy E_b = 0.60 eV, r = 1.9×10⁻⁴ at 1000 °C. This is an order-of-magnitude estimate: it counts only the nearest sites and treats all the iron as positively charged. At 1000 °C the intrinsic carrier density, near 10¹⁹ cm⁻³, far exceeds N_B, so the Fermi level lies near midgap and only part of the iron is positive; the charge assumption therefore overstates r. Pairing is negligible during the anneal, though r rises steeply on cooling.

*Precipitates.* The model requires dissolved metal. The assumed concentration of 10¹¹ cm⁻³ is a thousandth of a rough iron solubility of 10¹⁴ cm⁻³ at this temperature, and a tenth of a rough titanium solubility of 10¹² cm⁻³. These solubilities are orders of magnitude only; commonly quoted fits lie three to four times higher, which widens the margin. At higher contamination, titanium can exceed its solubility. The excess must then dissolve before it can diffuse, and the times above no longer describe its removal.

**Comparison with real wafers**

In silicon solar cells, phosphorus-rich surface layers and aluminium back layers can serve as getters. If the anneal is done below 1000 °C, transport is slower than here, especially for titanium. The getter may also be thinner than the assumed 2 µm. With 0.4 µm and the same s, K falls to 20 and the iron residue rises from 1% to about 5%. The value s = 10⁴ is an assumption, since real segregation depends on the metal, the getter and the temperature. With s = 10³ and the original 2 µm, K = 10 and 9% of the iron remains. If s were only 10 for titanium, K would be 0.1 and its removal in one hour would fall from 11% to about 6%. Real wafers may also break the assumption of dissolved metal, particularly multicrystalline ones, where precipitates at grain boundaries can act as a continuing source. Slow interface uptake, precipitate dissolution and the change of s during cooling are not included in these figures.

Under the stated conditions, then, the two metals call for different remedies. With the adopted iron barrier, ten minutes at 1000 °C bring the iron residue close to its equilibrium value of 1%. Further improvement must then come from the getter's capacity or from a temperature at which segregation is stronger. With a barrier higher by 0.1 eV, about 3% would remain after ten minutes, and a longer anneal would still help. For titanium with the same s, more capacity brings almost nothing, because few atoms arrive within the hour. The anneal leaves almost nine tenths of the titanium in the wafer, so a low titanium content after such an anneal requires a low content before it. The numerical output lists the main values behind these estimates.

Values computed for the example and the checks

```
Wafer thickness: 200 um; anneal: 3600 s
Temperature: 1273.15 K; kT: 0.10971 eV
Lattice constant: 5.43 A; jump length: 2.351 A
Mean jumps to cross, both metals: 2.17e+12
Fe barrier: 0.66 eV; D0: 1.0e-03 cm2/s
Fe mass: 55.845 u
Fe cosine-well frequency: 3.21e+12 1/s
Fe D0 from cosine well: 1.18e-03 cm2/s
Fe harmonic/full escape rate: 1.055
Fe diffusivity: 2.440e-06 cm2/s
Fe total jump rate: 2.65e+10 1/s
Fe D t/L^2 after anneal: 21.96
Fe rms distance sqrt(2Dt), unbounded: 1325.4 um
Fe mean crossing time L^2/(2D): 81.97 s = 0.0228 h
Fe mean time, uniform start: 54.65 s
Fe 90% removal time: 139 s = 0.0386 h
Fe removed, finite getter: 99.01 %
Fe concentration/solubility: 1.0e-03
Ti barrier: 1.80 eV; D0: 1.5e-02 cm2/s
Ti mass: 47.867 u
Ti cosine-well frequency: 5.73e+12 1/s
Ti D0 from cosine well: 2.11e-03 cm2/s
Ti harmonic/full escape rate: 1.016
Ti diffusivity: 1.124e-09 cm2/s
Ti total jump rate: 1.22e+07 1/s
Ti D t/L^2 after anneal: 0.01012
Ti rms distance sqrt(2Dt), unbounded: 28.4 um
Ti mean crossing time L^2/(2D): 1.779e+05 s = 49.4 h
Ti mean time, uniform start: 1.186e+05 s
Ti 90% removal time: 3.018e+05 s = 83.8 h
Ti removed, finite getter: 11.34 %
Ti concentration/solubility: 1.0e-01
Fe/Ti diffusivity ratio: 2171
  barrier part: 3.26e+04; prefactor part: 0.0667
D t/L^2 for 90% removal: 0.8481
Fe left with perfect sink: 2.4e-24
Ti removed with perfect sink: 11.35 %
Ti removed, early-time law: 11.35 %
Ti relative loss at front: 4.1e-12
Getter: 2 um, segregation 1e+04, K=100
Equilibrium fraction left: 0.99 %
Ti temperature for 90% in 1 h: 1744 K
  with barrier 0.1 eV lower: 1647 K
Rough silicon melting point: 1690 K
Factor in D for 0.1 eV: 2.49
Ti removed, barrier 0.1 eV lower: 17.9 %
Fe 90% time, barrier 0.1 eV higher: 346 s
Cooling 400 K at 10 K/min: Ti extra time 417 s, removed 12.0 %
Boron: 1e+16 cm^-3; Fe-B binding: 0.60 eV
Paired/free Fe at anneal: 1.9e-04
Metal concentration: 1e+11 cm^-3
```
